# Transverse Conductivity of Aligned Vias and Its Saturation

## 1. Definitions and conventions

Parallel circular vias of radius $a$ and thermal conductivity $k_v$ run along $z$ through a matrix of conductivity $k_m$. Their axes form a square array of pitch $p$ in the $xy$ plane. Both conductivities are positive, isotropic and independent of temperature. The array is taken as infinite, so edges of the chip are left out.

The heat flux is $\mathbf q=-k\nabla T$. The flow is steady and there are no heat sources, so $\nabla\cdot\mathbf q=0$. Contact between via and matrix is perfect: the temperature $T$ and the normal flux are both continuous at $r=a$. There is no liner and no boundary resistance.

"Transverse" and "in-plane" both mean perpendicular to the vias. For transverse conduction the fields depend on $x$ and $y$ alone. We impose a mean temperature gradient $-G\hat{\mathbf x}$, with $G>0$, by writing
$$T=-Gx+u,\qquad u\ \text{periodic with the array}.$$
Heat then flows towards $+x$. With $Y$ a square cell of area $p^2$ centred on a via, the transverse conductivity is
$$k_\perp=\frac{1}{Gp^2}\int_Y q_x\,dA .$$
Reflection $y\to-y$ removes any mean flux along $y$, and rotation by $90^\circ$ makes the $x$ and $y$ conductivities equal. One number $k_\perp$ therefore describes all in-plane directions.

Three dimensionless quantities appear throughout:
$$f=\frac{\pi a^2}{p^2},\qquad s=\left(\frac{2a}{p}\right)^2=\frac{4f}{\pi},\qquad \beta=\frac{k_v-k_m}{k_v+k_m}.$$
Here $f$ is the area fraction of the vias, $s$ measures how close neighbours are, and $-1<\beta<1$. The vias do not touch when $s<1$.

## 2. Theorem

Let $s<1$. Then:

**(i) Bounds.** For every positive $k_v$,
$$\frac{1}{1-\dfrac{2\beta f}{1+\beta s}}\ \le\ \frac{k_\perp}{k_m}\ \le\ 1+\frac{2\beta f}{1-\beta s}.$$

**(ii) Dilute law.** As $f\to0$,
$$k_\perp=k_m(1+2\beta f)+O(f^2),$$
with an error bound that is uniform in $k_v$.

**(iii) Saturation.** At fixed geometry $k_\perp$ does not decrease when $k_v$ increases. It has a finite limit as $k_v\to\infty$, and
$$k_\perp\le k_m\left(1+\frac{2f}{1-s}\right)\quad\text{for every }k_v.$$
In the dilute regime the limit is $k_m(1+2f)+O(f^2)$.

The proof compares the array with a simpler problem, one via inside a disc of matrix, by means of two variational principles.

## 3. Lemma 1: dissipation and variational principles

**(a)** The true field satisfies
$$\int_Y k|\nabla T|^2\,dA=k_\perp G^2p^2 .$$

**(b)** Any continuous trial temperature $T'=-Gx+u'$, with $u'$ periodic, satisfies
$$k_\perp G^2p^2\le\int_Y k|\nabla T'|^2\,dA .$$

**(c)** Any periodic trial flux $\mathbf q'$ that is divergence-free, has continuous normal component across interfaces and has mean $J\hat{\mathbf x}$ satisfies
$$\frac{J^2p^2}{k_\perp}\le\int_Y \frac{|\mathbf q'|^2}{k}\,dA .$$

**Proof.** One fact is used repeatedly. If $w$ is continuous and periodic and $\mathbf d$ is periodic and divergence-free with continuous normal component, then
$$\int_Y\mathbf d\cdot\nabla w\,dA=\int_Y\nabla\cdot(w\mathbf d)\,dA=0,$$
because contributions from opposite cell edges cancel, as do those from the two sides of each interface.

For (a), $k|\nabla T|^2=-\mathbf q\cdot\nabla T$ and $\nabla T=-G\hat{\mathbf x}+\nabla u$. Hence
$$\int_Y k|\nabla T|^2dA=G\int_Y q_x\,dA-\int_Y\mathbf q\cdot\nabla u\,dA=G\,(k_\perp Gp^2)-0 .$$

For (b), put $w=T'-T$, which is periodic because the terms $-Gx$ cancel. Expanding the square,
$$\int_Y k|\nabla T'|^2dA=\int_Y k|\nabla T|^2dA-2\int_Y\mathbf q\cdot\nabla w\,dA+\int_Y k|\nabla w|^2dA .$$
The middle term vanishes and the last is not negative. Part (a) gives the claim.

For (c), choose $G=J/k_\perp$, so that the true flux $\mathbf q$ also has mean $J\hat{\mathbf x}$. Then $\mathbf d=\mathbf q'-\mathbf q$ has zero mean, and the cross term is
$$2\int_Y\frac{\mathbf q\cdot\mathbf d}{k}dA=-2\int_Y\nabla T\cdot\mathbf d\,dA=2G\int_Y d_x\,dA-2\int_Y\nabla u\cdot\mathbf d\,dA=0 .$$
Therefore $\int_Y|\mathbf q'|^2/k\,dA\ge\int_Y|\mathbf q|^2/k\,dA=k_\perp G^2p^2=J^2p^2/k_\perp$. ∎

## 4. Lemma 2: the coated disc

Surround one via by matrix out to radius $b>a$ and write $s=a^2/b^2$. If the temperature on the outer edge is $-Gb\cos\theta$, the outward flux there is $k_cG\cos\theta$, where
$$k_c=k_m\frac{1+\beta s}{1-\beta s},$$
and the dissipation in the disc is $\pi b^2k_cG^2$. Seen from outside, under this edge temperature, the coated disc acts like a uniform disc of conductivity $k_c$.

**Proof.** The functions $r\cos\theta$ and $r^{-1}\cos\theta$ both satisfy Laplace's equation. The second is singular at the origin and can be used only in the coating. Take
$$T=-Ar\cos\theta\quad(r<a),\qquad T=-\left(Br+\frac Cr\right)\cos\theta\quad(a<r<b).$$
Continuity of temperature and of radial flux at $r=a$ requires
$$A=B+\frac{C}{a^2},\qquad k_vA=k_m\left(B-\frac{C}{a^2}\right).$$
Substitution of the first equation in the second gives
$$(k_v+k_m)\frac{C}{a^2}=-(k_v-k_m)B,$$
so that
$$C=-\beta a^2B,\qquad A=(1-\beta)B=\frac{2k_m}{k_v+k_m}B .$$
At the outer edge $B+C/b^2=G$, or $B(1-\beta s)=G$. Thus $B=G/(1-\beta s)$. The outward flux at this edge is
$$q_r=-k_m\frac{\partial T}{\partial r}=k_m\left(B-\frac{C}{b^2}\right)\cos\theta=k_mB(1+\beta s)\cos\theta=k_cG\cos\theta .$$
Finally, since $\nabla\cdot(T\mathbf q)=\mathbf q\cdot\nabla T=-k|\nabla T|^2$, the dissipation is
$$-\int_0^{2\pi}T q_r\,b\,d\theta=k_cG^2b^2\int_0^{2\pi}\cos^2\theta\,d\theta=\pi b^2k_cG^2 .$$
∎

**The isolated via.** Let $b\to\infty$, so that $s\to0$ and $B\to G$. The field becomes
$$T_{\rm in}=-\frac{2k_m}{k_v+k_m}Gr\cos\theta,\qquad T_{\rm out}=-G\left(r-\frac{\beta a^2}{r}\right)\cos\theta .$$
The gradient inside the via is uniform. Outside, the via adds a dipole field whose strength is proportional to $\beta$. This strength cannot exceed its value at $\beta=1$, however well the metal conducts.

## 5. Proof of the theorem

**Upper bound.** Draw around each via a concentric disc of radius $b=p/2$. These discs do not overlap, and $a^2/b^2$ is the $s$ defined in Section 1. As trial temperature take $-Gx$ outside the discs and the coated-disc solution inside, with $x$ measured from the via in that cell. In other cells the same field is shifted by a constant. The two pieces agree at $r=b$, so Lemma 1(b) applies:
$$k_\perp G^2p^2\le k_mG^2(p^2-\pi b^2)+k_cG^2\pi b^2 .$$
Let $\phi=\pi b^2/p^2$. Division by $G^2p^2$ gives $k_\perp\le k_m+\phi(k_c-k_m)$. From Lemma 2,
$$k_c-k_m=k_m\frac{(1+\beta s)-(1-\beta s)}{1-\beta s}=k_m\frac{2\beta s}{1-\beta s}.$$
Since $\phi s=\pi a^2/p^2=f$, the upper bound in (i) follows.

**Lower bound.** As trial flux take $J\hat{\mathbf x}$ outside the discs. Inside, take the coated-disc flux with $G$ replaced by $J/k_c$. Its normal component at $r=b$ is $J\cos\theta$, which matches the outside. Its mean is also correct, because
$$\int_{r<b}q'_x\,dA=\int_{r<b}\nabla\cdot(x\mathbf q')\,dA=\int_0^{2\pi}(b\cos\theta)(J\cos\theta)\,b\,d\theta=\pi b^2J,$$
while the corresponding $y$ integral contains $\sin\theta\cos\theta$ and vanishes. The dissipation in the disc is $\pi b^2k_c(J/k_c)^2=\pi b^2J^2/k_c$. Lemma 1(c), divided by $J^2p^2$, gives
$$\frac1{k_\perp}\le\frac{1-\phi}{k_m}+\frac{\phi}{k_c}
=\frac1{k_m}\left[1+\phi\left(\frac{1-\beta s}{1+\beta s}-1\right)\right]
=\frac1{k_m}\left[1-\frac{2\beta f}{1+\beta s}\right].$$
The right side is a weighted mean of positive numbers. It is therefore positive, and taking reciprocals proves (i).

**Dilute law.** Subtract $1+2\beta f$ from both bounds. The upper one leaves
$$\frac{2\beta f}{1-\beta s}-2\beta f=\frac{2\beta^2fs}{1-\beta s}.$$
For the lower one, $1/(1-z)-1=z/(1-z)$ with $z=2\beta f/(1+\beta s)$, so it leaves
$$\frac{2\beta f}{1+\beta(s-2f)}-2\beta f=\frac{2\beta^2f(2f-s)}{1-\beta(2f-s)} .$$
Here $2f-s=(2-4/\pi)f$ is positive and less than $\pi/2-1<1$, since $f<\pi/4$. The last expression is therefore not negative, and
$$0\le\frac{k_\perp}{k_m}-(1+2\beta f)\le\frac{2\beta^2fs}{1-\beta s}=\frac{8\beta^2f^2}{\pi(1-\beta s)}\le\frac{8f^2}{\pi(1-s)} .$$
The final bound does not contain $k_v$, which proves (ii) with the stated uniformity. The left inequality shows that the dilute law never overestimates $k_\perp$ for this square array.

**Saturation.** Let $k_v^{(1)}\le k_v^{(2)}$, with local conductivities $k^{(1)}\le k^{(2)}$. Use the true field $T_2$ of the second medium as a trial field in the first:
$$k_\perp^{(1)}G^2p^2\le\int_Yk^{(1)}|\nabla T_2|^2dA\le\int_Yk^{(2)}|\nabla T_2|^2dA=k_\perp^{(2)}G^2p^2 .$$
Thus $k_\perp$ is nondecreasing in $k_v$. The upper bound in (i) increases with $\beta$, since its derivative is $2f/(1-\beta s)^2>0$. It therefore stays below its value at $\beta=1$, namely $1+2f/(1-s)$. A nondecreasing function with a finite upper bound has a finite limit. Because the error in (ii) is uniform in $k_v$, we may set $\beta\to1$ there, which gives the dilute limit $k_m(1+2f)+O(f^2)$. ∎

## 6. Why better metal stops helping

Split the mean flux into a matrix contribution taken over the whole cell and a correction inside the via. If $g_{\rm in}$ is the mean of $-\partial_xT$ over the via, then
$$k_\perp G=k_mG+f(k_v-k_m)g_{\rm in}.$$
This identity holds for any $s<1$. With the isolated-via gradient $g_{\rm in}=2k_mG/(k_v+k_m)$ it returns the dilute law $k_m(1+2\beta f)$.

For $k_v>k_m$, combining the identity with the upper bound in (i) gives
$$g_{\rm in}\le\frac{2k_mG}{(k_v+k_m)(1-\beta s)} .$$
As the metal improves, the gradient inside it falls at least as fast as $1/k_v$ at large $k_v$, and the flux $k_vg_{\rm in}$ remains bounded. For an isolated via this flux tends to $2k_mG$, twice the flux in the plain matrix. The via becomes nearly isothermal, but heat must still cross the matrix to enter it and leave it. That remaining resistance does not depend on $k_v$.

At leading order in $f$, the fraction of the ultimate gain already reached is $\beta$. It is one half at $k_v/k_m=3$ and nine tenths at $k_v/k_m=19$.

**Two other limits.** For $k_v\to0$ we have $\beta\to-1$ and $k_\perp\to k_m(1-2f)$ at first order in $f$. An insulating hole thus costs twice its area fraction, because it also deflects the flow around it. For nearly equal media, $\beta\approx(k_v-k_m)/(2k_m)$ and $k_\perp\approx k_m+f(k_v-k_m)$: a weak contrast hardly disturbs the gradient, and an area average suffices.

## 7. Proposition: axial conduction does not saturate

Let the end faces $z=0$ and $z=L$ be isothermal, with temperature drop $GL$. Then
$$k_\parallel=k_m+f(k_v-k_m).$$

**Proof.** The field $T=T_0-Gz$ meets the end conditions. It is continuous, and it sends no flux through the via walls. In each medium $\nabla^2T=0$, so it solves the problem. It is the only solution with the periodicity of the array: the difference $w$ of two solutions vanishes on the ends, and the divergence theorem gives $\int k|\nabla w|^2dV=0$. The mean axial flux is $[fk_v+(1-f)k_m]G$, which is the stated result. ∎

Here the metal offers an unbroken path between the end faces, and $k_\parallel$ grows linearly with $k_v$ without limit. If the faces are not isothermal, heat must also spread sideways to reach the vias, and this adds a resistance that $k_\parallel$ does not contain.

## 8. Remarks on the conditions

**Small area fraction is not enough by itself.** The proof of the upper bound also works for other periodic arrangements of equal vias, provided that concentric discs of some radius $b>a$ do not overlap; then $s=a^2/b^2$. For a square array $s$ is proportional to $f$, which makes the error of order $f^2$. If vias are clustered in close pairs, $s$ stays near one even when $f$ is small, and this argument no longer justifies the dilute law.

**A continuous metal path destroys the ceiling.** The bound $1+2f/(1-s)$ diverges as $s\to1$. A divergent upper bound alone does not prove that the conductivity diverges. Suppose, however, that overlapping vias contain a straight metal strip of width $w$ running across every cell along $x$. A trial flux $Jp/w$ confined to the strip has mean $J$, and Lemma 1(c) gives
$$\frac{J^2p^2}{k_\perp}\le\frac{1}{k_v}\left(\frac{Jp}{w}\right)^2wp,\qquad\text{hence}\qquad k_\perp\ge\frac wp\,k_v .$$
The in-plane conductivity then grows without limit. In the square array any overlap ($s>1$) creates such a strip, with $w=p\sqrt{s-1}$. It is the continuous path that matters, not contact as such. If vias overlap only within isolated clusters that fit inside separate larger discs, filling those discs with metal can only raise the conductivity, and the filled discs obey a finite ceiling.

## 9. Worked example

Take the round model parameters $k_m=2$ W/(m K), $k_v=200$ W/(m K), $a=5$ µm, $p=50$ µm and $G=10^4$ K/m. Then
$$f=\frac{\pi(5)^2}{(50)^2}=0.03142,\qquad s=\left(\frac{10}{50}\right)^2=0.04,\qquad\beta=\frac{198}{202}=0.9802 .$$
The dilute law gives
$$k_\perp=2\,(1+2\times0.9802\times0.03142)=2.123\ \text{W/(m K)},$$
a gain of 6.2 percent over the matrix. The bounds in (i) are 2.1260 and 2.1282 W/(m K). A finite-element solution of the periodic cell, which does not use the formulas derived here, gives 2.1271 W/(m K). The dilute value lies just below the lower bound, as it may, since it omits interactions between vias. It is low by about 0.2 percent of the finite-element conductivity, or about 3 percent of the finite-element gain.

The dilute ceiling is $2(1+2f)=2.1257$ W/(m K). The finite-element conductivity slightly exceeds it, even at finite $k_v$. There is no contradiction: this ceiling is a leading-order estimate. The rigorous ceiling is $2[1+2f/(1-s)]=2.1309$ W/(m K).

Inside an isolated via the gradient is $10^4\times4/202=198$ K/m and the flux is $200\times198.02=3.96\times10^4$ W/m². This is close to the limit $2k_mG=4\times10^4$ W/m² and nearly twice the plain-matrix flux of $2\times10^4$ W/m². In the array the finite-element gradient is 204 K/m. The averaging identity then gives $2+0.031416\times198\times0.020431=2.1271$ W/(m K), in agreement with the conductivity above.

Now raise $k_v$ tenfold, to 2000 W/(m K). This is a model value, well above that of ordinary metals at room temperature, chosen to make the trend plain. The dilute $k_\perp$ becomes 2.1254 W/(m K), a rise of only 0.1 percent. The axial conductivity rises from $2+0.03142\times198=8.22$ to 64.8 W/(m K), a factor of 7.9. At this contrast the same increase in $k_v$ is almost useless in the plane and very effective along the vias, provided the end faces are isothermal. If heat instead enters uniformly across a face, the spreading resistance mentioned in Section 7, of order $p/k_m$ per unit area, adds to $L/k_\parallel$. It is negligible only when $L\gg p\,k_\parallel/k_m$, and $p\,k_\parallel/k_m$ is about 30 pitches at $k_v=2000$ W/(m K). At fixed $L$ the effective axial conductivity then also saturates as $k_v\to\infty$, because heat entering the matrix must cross matrix to reach a via.

The in-plane conclusion needs $k_v\gg k_m$, as for metal in glass or polymer. For copper in silicon $k_v/k_m\approx2.7$ and $\beta\approx0.46$, so less than half of the ultimate gain is reached and a better conductor still helps. It also needs the absence of a liner. By Lemma 2, a copper via of radius 5 µm with a 0.1 µm oxide liner of conductivity about 1.4 W/(m K) acts like a disc of about 60 W/(m K). This is below the conductivity of silicon, so such vias lower the in-plane conductivity.

At this geometry the approach to saturation is as follows.

| $k_v/k_m$ | dilute $k_\perp/k_m$ | finite-element $k_\perp/k_m$ |
|---:|---:|---:|
| 3 | 1.0314 | 1.0319 |
| 19 | 1.0565 | 1.0582 |
| 100 | 1.0616 | 1.0635 |
| 1000 | 1.0627 | 1.0647 |
| $10^6$ | 1.0628 | 1.0649 |

A denser array shows where the first-order law loses accuracy. For $2a/p=0.6$, $f=0.283$ and $k_v/k_m=10^6$, it gives $k_\perp/k_m=1.57$, whereas the finite-element value is 1.79. The dilute gain is too small by about 28 percent of the finite-element gain. The bounds, 1.71 and 1.88, still enclose the finite-element value, and the benefit remains finite.

The finite-element tests cover $2a/p=0.1$, 0.2 and 0.6, with $k_v/k_m$ from 0.01 to $10^6$. They confirm the bounds, the monotonic rise and the averaging identity. Between $2a/p=0.2$ and 0.1, where $f$ falls by a factor of four, the relative error of the dilute gain also falls by about four, as expected if the remainder is proportional to $f^2$ at leading order. A separate three-dimensional solution confirms the axial law.

## Computed values

```
matrix conductivity k_m = 2.0 W/(m K)
via conductivity k_v = 200.0 W/(m K)
via radius = 5.0 um
pitch = 50.0 um
applied gradient G = 10000.0 K/m
area fraction f = 0.031416 (dimensionless)
diameter ratio squared s = 0.0400 (dimensionless)
beta = 0.980198 (dimensionless)
dilute k_perp = 2.12318 W/(m K)
lower bound on k_perp = 2.12600 W/(m K)
finite-element k_perp = 2.12709 W/(m K)
upper bound on k_perp = 2.12820 W/(m K)
dilute ceiling, k_v infinite = 2.12566 W/(m K)
rigorous ceiling, any k_v = 2.13090 W/(m K)
dilute in-plane gain = 6.159 percent
isolated-via gradient = 198.02 K/m
finite-element via gradient = 204.31 K/m
isolated-via flux = 39604.0 W/m^2
flux limit 2 k_m G = 40000.0 W/m^2
plain matrix flux k_m G = 20000.0 W/m^2
axial k_par = 8.2204 W/(m K)
tenfold via conductivity = 2000.0 W/(m K)
dilute k_perp at tenfold k_v = 2.12541 W/(m K)
axial k_par at tenfold k_v = 64.7690 W/(m K)
in-plane rise from tenfold k_v = 0.105 percent
axial ratio from tenfold k_v = 7.879 (dimensionless)
Saturation at the example geometry (all dimensionless):
k_v/k_m, beta, dilute k_perp/k_m, finite-element k_perp/k_m
3, 0.500000, 1.031416, 1.031917
19, 0.900000, 1.056549, 1.058194
100, 0.980198, 1.061588, 1.063544
1000, 0.998002, 1.062706, 1.064736
1000000, 0.999998, 1.062832, 1.064870
Dense array, diameter/pitch = 0.6, k_v/k_m = 1000000:
dense area fraction = 0.28274 (dimensionless)
dense dilute k_perp/k_m = 1.5655 (dimensionless)
dense finite-element k_perp/k_m = 1.7906 (dimensionless)
dense lower and upper bounds on k_perp/k_m = 1.7117, 1.8836 (dimensionless)
```
